An Avrami exponent of two in the early stage of atomic layer deposition does not tell how the islands nucleated. Two different mechanisms give the covered fraction

$$X(n)=1-e^{-Kn^2}$$

after $n$ deposition cycles. In the first, all nuclei are present at the start and grow as discs on a terrace. In the second, nuclei keep appearing at a constant rate along a step edge and grow along that edge, and $X$ is the covered fraction of its length. When the two constants $K$ are equal, the whole curves coincide, so a more precise measurement of $X$ does not help. Resolving the ambiguity takes information beyond this curve, such as the geometry of the surface or a count of births.

## The two surfaces

The cycle number $n$ is treated as a continuous time. An island starts with zero radius, and its boundary advances by a constant length $g$ per cycle until it meets another island. The sample is large, and nuclei appear at random, independent places.

On the **terrace**, nuclei of areal density $N_0$ exist at $n=0$ and no more appear. $X$ is the covered fraction of the terrace area.

On the **edge**, there are no nuclei at $n=0$. New ones appear at a rate $J$ per unit of bare edge length and per cycle. Each grows in both directions, and $X$ is the covered fraction of the edge length.

In neither case does $X$ measure the deposited mass. On the edge it does not measure covered area either. If the islands also spread as discs over the surface beside the edge, their early area per edge length is

$$J\int_0^n\pi g^2(n-s)^2ds=\frac{\pi}{3}Jg^2n^3,$$

with exponent three. The ambiguity therefore concerns a signal that follows the covered edge sites, not one that follows the total covered area.

### When is a point still bare?

An island born at position $y$ in cycle $s$ reaches a point $x$ by cycle $n$ if

$$|x-y|\le g(n-s).$$

The pairs $(y,s)$ that satisfy this form the backward cone of $(x,n)$. The point is bare if no nucleus lies in its cone.

Births occur on bare surface only, so the real nuclei are not independent of each other. This is cured by adding fictitious nuclei on covered surface, at the same rate as on bare surface. Real and fictitious nuclei together form a Poisson process, in which births are independent.

The addition does not change the covered region. Suppose a fictitious nucleus is born at $y$ in cycle $s$. Its place was already covered by a real island born at some $z$ in an earlier cycle $u$, so $|y-z|\le g(s-u)$. If the fictitious island reaches $x$ by cycle $n$, the triangle inequality gives

$$|x-z|\le|x-y|+|y-z|\le g(n-s)+g(s-u)=g(n-u).$$

The older real island therefore covers $x$ as well. The same inequality deals with blocking. If one island is stopped at a point $p$ on its way to $x$, the island that stopped it was at $p$ no later, and can reach $x$ from there no later. If that one is blocked in turn, the argument is repeated.

Let $E(n)$ be the mean number of nuclei, real and fictitious, in the cone. The Poisson probability of finding none is $e^{-E}$. In a large sample this equals the bare fraction, so

$$X=1-e^{-E},\qquad E=-\ln(1-X).$$

$E$ is called the extended coverage. It can exceed one because it counts overlaps repeatedly.

### The extended coverage in each case

On the terrace all births are at $s=0$. The cone then contains a disc of radius $gn$, and

$$E_{\rm T}=N_0\,\pi(gn)^2=\pi N_0g^2n^2,\qquad K_{\rm T}=\pi N_0g^2 .$$

On the edge, a nucleus born in cycle $s$ reaches the point if it lies within $g(n-s)$ on either side, which is a length $2g(n-s)$. Summing over birth times,

$$E_{\rm E}=\int_0^n J\,2g(n-s)\,ds
=2Jg\left[ns-\frac{s^2}{2}\right]_0^n=Jgn^2,\qquad K_{\rm E}=Jg .$$

The two powers of $n$ have different origins. On the terrace both come from growth in two dimensions, since the area of a disc rises as the square of its radius. On the edge one comes from growth and the other from the accumulation of nuclei. The Avrami plot uses

$$\ln[-\ln(1-X)]=\ln K+2\ln n,$$

so its slope is two for both. The intercepts agree as well if $Jg=\pi N_0g^2$, that is, if

$$J=\pi N_0g .$$

## A numerical counter-example

Take $g=0.10$ nm per cycle and $N_0=1.0\times10^{12}\ {\rm cm^{-2}}=0.010\ {\rm nm^{-2}}$. The edge rate is set by the matching condition:

$$J=\pi(0.010)(0.10)=3.14\times10^{-3}\ {\rm nm^{-1}\,cycle^{-1}}.$$

Both surfaces then have

$$K=\pi(0.010)(0.10)^2=3.14\times10^{-4}\ {\rm cycle^{-2}},\qquad K^{-1/2}=56.4\ {\rm cycles}.$$

Half coverage requires $Kn^2=\ln2$, hence

$$n_{1/2}=\sqrt{\frac{\ln2}{K}}=47.0\ {\rm cycles}.$$

A simulation of each surface gives the coverage without using the cone argument. The terrace is a periodic square of side 2000 nm with randomly placed nuclei. Its coverage is the fraction of 300,000 random probe points that lie closer than $gn$ to a nucleus. The edge is a periodic line of 60,000 nm. Attempted births are taken in order of time, those on covered edge are rejected, and the length of the union of the islands is measured. There are no fictitious nuclei in this simulation.

| Cycle | Formula | Terrace | Edge |
|---:|---:|---:|---:|
| 20 | 0.118 | 0.117 | 0.116 |
| 40 | 0.395 | 0.394 | 0.394 |
| 60 | 0.677 | 0.676 | 0.681 |
| 80 | 0.866 | 0.863 | 0.867 |
| 100 | 0.957 | 0.955 | 0.957 |

A straight-line fit to the Avrami plot for $0.1<X<0.95$ gives the exponent 2.00 for the simulated terrace and 2.01 for the simulated edge. Neither the exponent nor the curve reveals which surface produced the data.

## The general statement

Let nucleation now have any history. On the terrace there are $N_0$ initial nuclei per area, followed by births at a rate $I(n)\ge0$ per bare area and cycle. On the edge there are $M_0$ initial nuclei per length, followed by births at a rate $J(n)\ge0$ per bare length and cycle. Growth is still at constant speed from zero radius. Then the following holds.

1. If the geometry and $g$ are known, the curve $X(n)$ determines the nucleation history.
2. If the geometry is unknown, a pure power $E=Kn^p$ with $p\ge2$ can be produced on either surface. For $1\le p<2$ it can be produced on the edge but not on the terrace.

An exponent of two is thus one case of a wider ambiguity.

### Proof of the first part

The cone argument did not use a constant birth rate, provided that the fictitious births follow the same history as the real ones. On the terrace it gives

$$E=\pi g^2N_0n^2+\pi g^2\int_0^nI(s)(n-s)^2ds .$$

Differentiate with respect to $n$. The upper limit contributes nothing, because $(n-s)^2$ vanishes there:

$$E'=2\pi g^2N_0n+2\pi g^2\int_0^nI(s)(n-s)\,ds .$$

The same happens in the second derivative. In the third, the upper limit supplies the result:

$$E''=2\pi g^2\left[N_0+\int_0^nI(s)\,ds\right],\qquad E'''=2\pi g^2I(n).$$

For a birth rate that is integrable at the start, the integral vanishes as $n\to0$. The initial density is therefore $N_0=E''(0^+)/(2\pi g^2)$, and the later rate is $I=E'''/(2\pi g^2)$.

On the edge,

$$E=2gM_0n+2g\int_0^nJ(s)(n-s)\,ds,$$

$$E'=2g\left[M_0+\int_0^nJ(s)\,ds\right],\qquad E''=2gJ(n).$$

Thus $M_0=E'(0^+)/(2g)$ and $J=E''/(2g)$. Each surface has one history for a given curve, which proves the first part.

For $E=Kn^2$ the terrace formulas give $N_0=K/(\pi g^2)$ and $I=0$. The edge formulas give $M_0=0$ and $J=K/g$. These are the two mechanisms of the counter-example. If $g$ is unknown, the curve fixes the products $N_0g^2$ or $Jg$, but not their factors.

### Proof of the second part

Insert $E=Kn^p$. On the edge,

$$J(n)=\frac{Kp(p-1)}{2g}\,n^{p-2},$$

which is not negative for $p\ge1$. At $p=1$ it is zero and all nuclei are initial ones. For $p>1$ the integral of $J$ over time is proportional to $n^{p-1}$ and is finite. It counts real and fictitious births together, so the number of real births is finite too.

On the terrace,

$$I(n)=\frac{Kp(p-1)(p-2)}{2\pi g^2}\,n^{p-3}.$$

For $p>2$ this is positive, and its integral over time, proportional to $n^{p-2}$, is finite. At $p=2$ the later rate is zero and the nuclei are initial. For $1<p<2$ the required rate is negative. For $p=1$ the curve has $E''=0$, which requires no nuclei at all and contradicts $E=Kn$. This completes the proof.

The exponent does carry information once some alternatives are excluded. Constant nucleation on an open terrace gives

$$E=\pi g^2I\int_0^n(n-s)^2ds=\frac{\pi}{3}Ig^2n^3,$$

so its exponent is three. An observed two rejects that mechanism within this model. An observed three, however, does not establish it: an edge with the rising rate $J=3Kn/g$ gives three as well.

The inversion can be tried on a terrace whose birth rate fades as $I(s)=10^{-3}e^{-s/20}$ per nm² and cycle, with $s$ in cycles. $E$ was integrated numerically, and its third derivative was taken by central differences with a step of one cycle. At cycle 30 this returns $2.233\times10^{-4}$ per nm² and cycle, against the true $2.231\times10^{-4}$. These data are free of noise. Measured data would need smoothing, since a third derivative strongly amplifies noise.

## Measurements that separate the two mechanisms

### Counting births

On the terrace the number of nuclei stays at $N_0$. On the edge, births occur on the bare fraction $1-X=e^{-Kn^2}$. The number of real births per length is therefore

$$\nu(n)=J\int_0^ne^{-Ks^2}ds=\frac J2\sqrt{\frac{\pi}{K}}\;{\rm erf}(\sqrt K\,n).$$

For the example this gives 70 births per micrometre by cycle 23.5, 120 by cycle 47.0 and 157 by cycle 150. The simulated edge gives 68.5, 119.9 and 156.2. From cycle 23.5 to cycle 47.0 the edge count rises by a factor of 1.7, while the terrace count does not change.

The quantity to compare is the number of births, not the number of separate patches. Patches merge on both surfaces, so their number can fall even while nucleation continues.

### Changing the growth per cycle

At fixed $N_0$ and $J$, the half-coverage cycles are

$$n_{1/2}^{\rm T}=\frac1g\sqrt{\frac{\ln2}{\pi N_0}},\qquad
n_{1/2}^{\rm E}=\sqrt{\frac{\ln2}{Jg}} .$$

Doubling $g$ moves the terrace from 47.0 to 23.5 cycles, and the edge from 47.0 to 33.2 cycles. A new simulation of the edge with doubled $g$ gives 33.3.

This comparison needs nucleation to be unaffected by the change. If $J$ rises in proportion to $g$, then $Jg\propto g^2$ and the edge responds just as the terrace does. A change of temperature or precursor dose can alter both quantities, so the island count should be checked alongside.

### Measuring the deposited volume

Suppose that each island is a hemisphere and that overlapping islands form the union of their hemispheres. Write $r=gn$. At height $z$, a terrace island has a circular section of squared radius $r^2-z^2$. Applying the Poisson result at each height gives the volume per area,

$$V_{\rm T}=\int_0^r\left[1-e^{-\pi N_0(r^2-z^2)}\right]dz .$$

At low coverage the exponential may be expanded to first order:

$$V_{\rm T}\simeq\pi N_0\int_0^r(r^2-z^2)\,dz=\frac{2\pi}{3}N_0g^3n^3 .$$

For the edge, neglect the height of the step and treat the surface as flat. Consider a line parallel to the edge at distance $q$ from it. An island of radius $u=g(n-s)>q$ covers a length $2\sqrt{u^2-q^2}$ of this line. With $ds=-du/g$, the extended coverage there is

$$E_q=\frac{2J}{g}\int_q^r\sqrt{u^2-q^2}\,du
=\frac Jg\left[r\sqrt{r^2-q^2}-q^2\,{\rm arcosh}\frac rq\right].$$

The half-ring at distance $q$ has length $\pi q$, so the volume per edge length is

$$V_{\rm E}=\int_0^r\pi q\left(1-e^{-E_q}\right)dq .$$

At low coverage the hemispheres do not overlap, and their volumes add:

$$V_{\rm E}\simeq J\int_0^n\frac{2\pi}{3}g^3(n-s)^3ds=\frac{\pi}{6}Jg^3n^4 .$$

The early volume exponents are thus three and four, although $X$ has exponent two in both cases. Numerical integration of the full expressions gives local exponents of 2.98 and 3.98 at cycle 10. By cycle 100 they have fallen to 1.57 and 2.93. At late times the terrace carries a closed film of thickness near $gn$ and the edge a half-cylinder of cross-section near $\pi(gn)^2/2$, so the exponents tend to one and two.

At half coverage the integrals give 1.67 nm³ per nm² of terrace and 6.66 nm³ per nm of edge. The simulated surfaces give 1.67 and 6.48 in the same units. The edge value is 3 percent low in this single run.

A mass measurement can therefore separate the two cases, if the islands are close to hemispherical, start from a negligible radius, and the early stage is resolved. The condition on the starting radius matters. With a starting radius $r_0$, the low-coverage volumes become $V_{\rm T}\simeq\frac{2\pi}{3}N_0(r_0+gn)^3$ and $V_{\rm E}\simeq\frac{\pi J}{6g}\left[(r_0+gn)^4-r_0^4\right]$. For $r_0=0.5$ nm their local exponents at cycle 10 are 2.0 and 2.7. The edge still lies above the terrace, but a measured value near three then no longer points to the terrace, so $r_0$ must be known. It also follows that an exponent from mass must not be read as one from coverage.

## When the fitted exponent is not two

### Finite starting radius

If a terrace island starts with radius $r_0$, then $E=\pi N_0(r_0+gn)^2$ and the local slope of the Avrami plot is

$$\frac{d\ln E}{d\ln n}=\frac{2gn}{r_0+gn}<2 .$$

With $r_0=0.5$ nm, the fit over the same coverage range gives 1.76 for the simulated terrace. On the edge the cone argument fails, because a fictitious island born just inside an older one would at once stick out of it. A simulation with real births gives 1.78. For this starting radius both exponents fall by roughly 0.2, so a fitted value near 1.8 does not by itself identify the mechanism.

### Order among the nuclei

Place the terrace nuclei on a square array of the same density, with spacing $N_0^{-1/2}=10$ nm. Until the discs touch at $gn=5$ nm, there is no overlap and $X=Kn^2$. At cycle 47.0 the coverage is therefore $\ln2=0.693$ instead of 0.500. The Avrami plot interprets this as

$$-\ln(1-Kn^2)=Kn^2+\tfrac12K^2n^4+\cdots,$$

which rises faster than $n^2$. The fit to this array, over the same coverage range, gives 2.74. The plot is curved, so this number depends on the range: about 2.3 for $0.1<X<0.5$ and about 3.3 for $0.3<X<0.95$. A value near three can thus arise with no nucleation after the start.

### Discrete cycles and limited sites

If edge nuclei appear once per cycle, at its end, then

$$E=2Jg\sum_{k=1}^n(n-k)=Jgn(n-1).$$

The relative change of $E$ is $-1/n$. At cycle 47 the coverage falls from 0.500 to 0.493, a minor correction.

If every site of a regular row along the edge can nucleate, a site that is still bare has not been used, so the birth rate per bare length does not fall and there is no exhaustion. For a rough site spacing of 0.25 nm the nuclei occupy 3.9 percent of the sites by cycle 150. Exhaustion matters if nucleation needs rarer, randomly placed defects. Let these have line density $M$, random positions and a probability $k$ per cycle of becoming active. The birth rate is $Mke^{-ks}$, and

$$E=2gMk\int_0^ne^{-ks}(n-s)\,ds=2gM\left[n-\frac{1-e^{-kn}}{k}\right].$$

For $kn\ll1$ this is $gMkn^2$, with exponent two. For $kn\gg1$ it tends to $2gMn$, with exponent one. A single mechanism can therefore change its exponent during the deposition.

## Relation to real surfaces

The example resembles deposition on a graphite-like surface, where the basal plane is unreactive and growth starts at defects and step edges. A growth of about 0.1 nm per cycle is a rough typical value for oxide processes. The terrace density of $10^{12}\ {\rm cm^{-2}}$ represents a surface rich in defects; a clean one can have far fewer. Since $n_{1/2}\propto N_0^{-1/2}$ at fixed $g$, a hundredfold lower density makes half coverage ten times later. The edge rate was chosen to match the curves and is not a material value. Real nuclei have a finite size and need not be placed at random. For the parameters used here, those two departures move the fitted exponent to about 1.8 and, for perfect square order, to about 2.7 over the range $0.1<X<0.95$. Both shifts are large enough to be mistaken for a change of mechanism, so independent evidence, such as images of the island positions or a count of births, is needed before the exponent is given a mechanistic meaning.
